# Choosing Depth Splitting for Channelled Tails in Ion Implantation Simulations

An ion entering a crystal along an open channel between rows of atoms can travel far beyond the main implant peak. Even when many ions enter this way, only a few may reach the greatest depths, yet these set the deep doping that may matter for a junction. If one ion in a thousand stops in the region of interest, a direct simulation spends nearly all its work on the other 999.

Depth splitting is a setting that redirects this work. When a simulated ion reaches a chosen depth, it is replaced by several copies that share its statistical weight. The user must decide where to split, how many copies to make, and how to read the resulting error.

## What is copied, and what must stay fixed

Divide depth into equal layers $k=0,1,2,\ldots$. Let $X_k$ be the state of an ion entering layer $k$. It must contain everything that influences the ion's future: energy, direction, position relative to the crystal rows, and any retained memory of earlier collisions. The motion is then a Markov process: given the present state, the earlier path adds no information.

At a splitting depth, an ion of weight $w$ becomes $n$ copies in the same state, each of weight $w/n$. The copies receive independent random numbers from there on. The crystal and its damage are held fixed during the run.

The formulas below take forward motion only. If ions can turn back, the split should occur at the first arrival at each depth, and the state must record the deepest splitting depth already reached. Otherwise repeated crossings multiply copies without need.

Let $K$ be the matrix of probabilities for moving from one state to another across a layer. The probability of stopping in that layer is the column vector

$$
s=1-K1,
$$

where $1$ is a column of ones. The row vector $a_k$ gives the unsplit probability of each state on entry to layer $k$. Its sum, $A_k$, is the fraction of ions still moving. Therefore

$$
a_{k+1}=a_kK,\qquad p_k=a_k\cdot s,
$$

where $p_k$ is the fraction stopping in layer $k$. All ions are assumed to stop eventually.

## Why the profile keeps its mean

Choose a set $B$ of layers, such as one bin of the profile or the whole tail. Let $1_B(k)$ equal one if layer $k$ belongs to $B$ and zero otherwise. Let $u_k(x)$ be the probability that an unsplit ion entering layer $k$ in state $x$ finally stops in $B$. It either stops at once or moves on, so

$$
u_k=Ku_{k+1}+s\,1_B(k).
$$

Now let $Y_k(x)$ be the total weight that stops in $B$ when one ion of unit weight starts in layer $k$, after any split at its entrance. Suppose the mean of $Y_{k+1}$ is already known to be $u_{k+1}$. If the ion moves on to state $x'$ and is split into $n$ copies, their mean combined score is

$$
\frac1n\sum_{i=1}^{n}E[Y_{k+1}^{(i)}(x')]
=\frac1n\,n\,u_{k+1}(x')=u_{k+1}(x').
$$

Averaging over the events in layer $k$ gives

$$
E[Y_k]=Ku_{k+1}+s\,1_B(k)=u_k.
$$

The step repeats backwards from a depth where no moving ions remain. If $T$ is the score of one source ion, then

$$
E[T]=a_0\cdot u_0=P_B,
$$

the unsplit probability of stopping in $B$. The mean over any number of source ions has the same expectation. Independence of the copies was not used; the weights alone protect the mean. The weights of all descendants of one source ion also add to one.

An unbiased mean does not make each finite run equal to the true profile. How far a run strays is set by the variance.

## How splitting changes the variance

Given the state at a split, the copies are independent. If one of them has conditional variance $V_{k+1}$, their weighted sum has variance

$$
\frac{1}{n^2}\left(nV_{k+1}\right)=\frac{V_{k+1}}{n}.
$$

The factor $1/n^2$ comes from squaring the weights, and the factor $n$ from adding independent variances.

The variance of $Y_k$ has two parts. One is the variance of its conditional mean once the outcome of layer $k$ is known. That mean is $u_{k+1}$ if the ion moves on and $1_B(k)$ if it stops. Since $1_B^2=1_B$, this part is

$$
r_k=K u_{k+1}^2+s\,1_B(k)-u_k^2,
$$

with squares taken state by state. The other part is the mean of the variance still to come. With $n_{k+1}$ copies made on entry to the next layer,

$$
V_k=r_k+\frac{KV_{k+1}}{n_{k+1}}.
$$

Take the average over the starting states and insert this relation repeatedly:

$$
\begin{aligned}
a_0\cdot V_0&=a_0\cdot r_0+\frac{a_1\cdot V_1}{n_1}\\
&=a_0\cdot r_0+\frac{a_1\cdot r_1}{n_1}
+\frac{a_2\cdot V_2}{n_1n_2}=\cdots .
\end{aligned}
$$

Let $N_k=n_1n_2\cdots n_k$, with $N_0=1$, and $q_k=a_k\cdot r_k$. Adding the variance due to the choice of starting state gives

$$
\operatorname{Var}T=\operatorname{Var}u_0(X_0)+\sum_k\frac{q_k}{N_k}.
$$

Each $q_k$ is an averaged variance and cannot be negative. At a fixed number of source ions, splitting therefore cannot increase the variance of any bin. It lowers the variance if some $q_k$ beyond the first split is positive. If the motion after the split were deterministic, all later $r_k$ would vanish, the copies would follow one another, and nothing would be gained.

Without splitting, $T$ is either zero or one, and the sum must equal $P_B(1-P_B)$. The relative variance is then $(1-P_B)/P_B$, close to $1/P_B$ for a rare tail.

## Why a single large split is not enough

Consider one split into $n$ copies at layer $l$, with the tail lying deeper. Let $F$ be the variance created before the split and $G$ the variance created after it:

$$
\operatorname{Var}T=F+\frac Gn,\qquad F+G=P_B(1-P_B).
$$

More copies reduce $G/n$ but leave $F$, because all copies inherit the same early history. To find $F$, note that the expected tail score given that history is $u_l(X_l)$ for a moving ion and zero for a stopped one. Hence

$$
F=a_l\cdot u_l^2-P_B^2.
$$

Extra copies also cost work. Count one unit when one ion crosses, or stops in, one layer. Let $C_1$ be the unsplit work before the split and $C_2$ the unsplit work after it. To reach a given statistical error, the required work is proportional to

$$
\left(F+\frac Gn\right)(C_1+nC_2)
=FC_1+GC_2+nFC_2+\frac{GC_1}{n}.
$$

Setting the derivative with respect to $n$ to zero gives $FC_2=GC_1/n^2$, so

$$
n_{\rm best}=\sqrt{\frac{GC_1}{FC_2}}.
$$

This treats $n$ as continuous. A value below one means that no split at that depth pays.

## Where to put successive splits

A simple limit shows the useful pattern. Suppose all moving ions at a given depth have the same prospects, all start moving, and a fixed fraction $\beta$ survives each layer. For a tail beginning at layer $m$, $P_B=A_m=\beta^m$ and $u_k=P_B/A_k$. In a layer before the tail, the next value is $u_{k+1}$ with probability $\beta$ and zero otherwise. Thus

$$
q_k=A_k\beta(1-\beta)u_{k+1}^2
=\frac{P_B^2}{A_k}\frac{1-\beta}{\beta},
$$

where the last step uses $A_{k+1}=\beta A_k$.

For any schedule that depends on depth alone, let $Q_k$ and $C_k$ be the unsplit variance and work assigned to layer $k$. Source variance is put in layer 0. Work beyond the tail boundary is put in the last layer before it, since further splitting cannot improve the total tail score. The Cauchy–Schwarz inequality gives

$$
\left(\sum_k\frac{Q_k}{N_k}\right)
\left(\sum_kN_kC_k\right)
\ge\left(\sum_k\sqrt{Q_kC_k}\right)^2.
$$

Equality requires $N_k\propto\sqrt{Q_k/C_k}$. In the simple limit, apart from the last layer with its added work, $Q_k\propto1/A_k$ and $C_k=A_k$, so $N_k\propto1/A_k$. The expected population $N_kA_k$ should stay constant.

This leads to a practical rule: double the copies whenever the expected population has fallen to half a source ion. With the ideal continuous choice $N_k=1/A_k$, the relative variance becomes

$$
\sum_{k=0}^{m-1}\frac{1-\beta}{\beta}
=m\frac{1-\beta}{\beta}.
$$

For small loss per layer, $m(1-\beta)\approx\ln(1/P_B)$. The relative variance then grows with the logarithm of the tail's rarity instead of with $1/P_B$. Real channelled ions depart from this limit because ions at the same depth can have very different prospects.

## A boron-like implant in silicon

The example has ions of 10 keV, layers of 5 nm, and energy counted in steps of 250 eV. At entry, 30% are channelled and 70% are in random motion. In each layer an ion first loses energy and stops if none remains. A survivor may then change its mode: a channelled ion leaves its channel with probability 0.15, and a random ion is recaptured with probability 0.02.

A random ion loses a geometrically distributed number of energy steps, at least one per layer, with a mean loss of 250 eV/nm. A channelled ion has two independent chances per layer to lose one step, each with probability $0.75\sqrt{E/E_0}$. Here $E$ is its energy and $E_0$ the initial energy. Its initial mean loss is 75 eV/nm.

The tail is everything stopped beyond 200 nm. Its unsplit probability is $P_B=7.75\times10^{-4}$. An ion entering channelled has tail probability $2.14\times10^{-3}$; one entering in random motion has $1.88\times10^{-4}$. Thus

$$
0.30(2.14\times10^{-3})+0.70(1.88\times10^{-4})
\approx7.7\times10^{-4}.
$$

The halving rule places splits at 50, 65, 80, 95, 115, 130, 150, 165 and 180 nm. Nine doublings give $2^9=512$ final copies per surviving source path, each of weight $1/512$.

With 100,000 source ions in each run, the expected relative standard error of the tail falls from 11.4% to 1.67%. The two simulated tail fractions are $8.30\times10^{-4}$ unsplit and $7.49\times10^{-4}$ split. The split result lies 3.3% below the true mean, about two of its standard errors. One such deviation does not show a bias. The complete probability distribution of the split score, computed separately, has mean $7.75\times10^{-4}$.

The variance per source ion is $1.675\times10^{-5}$, both from the layer formula and from that distribution. The simulated sample gives $1.61\times10^{-5}$.

For equal numbers of source ions, the benefit grows with depth. Between 0 and 50 nm the relative error stays at 0.28%, since no split precedes those stops. Beyond 250 nm it falls from 47% to 2.8%. The unsplit run found two ions there, against an expected 4.5.

### The gain at equal work

Splitting lowers the relative variance per source ion from 1290 to 27.9, a factor of 46.2. It also raises the work per source ion from 10.99 to 32.62 ion-layers. The gain at equal work is

$$
46.2\times\frac{10.99}{32.62}=15.6.
$$

This gain is for the tail alone. The same calculation gives 0.34, 0.37 and 0.74 for the three bins shallower than 150 nm, so for equal work splitting makes those bins less accurate.

For a 5% relative standard error in the tail, the required number of source ions is the relative variance divided by $0.05^2$. This is about 516,000 without splitting and 11,200 with it.

When every ion is followed until it stops, the Cauchy–Schwarz inequality limits the gain of any depth-only splitting schedule here to at most 17.3. A search over integer schedules with factors up to eight reaches about 16.5. If ions are dropped once they pass 200 nm, which is allowed when only the tail total is wanted, these figures become 17.7 and 17.0. Little remains to be won by tuning the depths. This count leaves out the cost of copying and storing states.

Keeping the same depths but making four copies at each split changes the gain to 0.31, worse than no splitting. With eight copies it is 0.0009. The mean remains unbiased in all these cases, but the added work exceeds the saving in variance.

### The effect of shared history

For a single split at 100 nm, infinitely many copies would still leave a relative variance of 51.7. With 16 copies it would be

$$
51.7+\frac{1290-51.7}{16}\approx129.
$$

The successive schedule does better because it begins to divide the variance at 50 nm and adds further copies only as the population falls.

The value 51.7 also measures how unequal the ions are. The fraction still moving at 100 nm is $A_l=1-0.560-0.389=0.051$. If all these ions had equal prospects, the relative variance there would be $1/0.051-1\approx19$. Writing $c$ for the standard deviation of $u_l$ among moving ions divided by its mean, the formula for $F$ becomes

$$
\frac{F}{P_B^2}=\frac{1+c^2}{A_l}-1.
$$

It gives $c\approx1.3$. The tail prospects of ions at the same depth therefore vary by more than their mean, which a rule based on depth alone cannot exploit.

## Reading the error correctly

Copies from one source ion are correlated. Add the weights of all its descendants in the bin to obtain one score $T_i$, then use

$$
\operatorname{SE}^2=
\frac{1}{M(M-1)}\sum_{i=1}^{M}(T_i-\bar T)^2,
$$

where $M$ is the number of source ions and $\bar T$ their mean score.

Counting copies as independent ions would be misleading. In the example, about $100{,}000\times512\times7.75\times10^{-4}\approx39{,}700$ copies reach the tail. The usual counting estimate $1/\sqrt{39{,}700}$ gives 0.5%, whereas the expected relative error is 1.67%.

## When damage changes during the run

The proof fails in general if damage estimated from the simulated ions alters the paths of later ions. Suppose channelled transmission is $e^{-\tau D}$, where $D$ is an estimated damage level with mean one. For small fluctuations, expansion about $D=1$ gives

$$
\frac{E[e^{-\tau D}]}{e^{-\tau}}-1
\approx\frac{\tau^2}{2}\operatorname{Var}D.
$$

The linear term vanishes because $D$ has the correct mean; the quadratic term does not. An unbiased damage estimate thus produces a biased transmission.

As an illustration, let $D$ be proportional to the number of ions, out of an unsplit batch of 100, that stop before 50 nm. That probability is 0.560, so $\operatorname{Var}D=(1-0.560)/(100\times0.560)=0.0079$. With $\tau=0.115$, the relative bias is $5\times10^{-5}$. It is negligible here, but grows with stronger damage or smaller batches. Simulating many ions for each dose step limits this error. The size of the dose steps matters too, because damage held fixed during a step lags behind the damage that is building up. With the same $\tau$ for the full dose, taking that dose in a single step through an initially undamaged crystal would make the tail about 5% too large; ten equal steps reduce this to about 0.5%.

## How far the example represents silicon

The parameters describe the rough regime of 10 keV boron entering silicon along a <100> channel. The random loss is counted per unit depth and corresponds to a depth of about $10{,}000/250=40$ nm, a reasonable scale for the main implant peak. It is larger than the stopping power along the ion's actual path, because that path is bent and longer than the depth reached. The entrance fraction and mode-changing probabilities are round model values. In a real wafer they depend on tilt, beam divergence and surface layers; a deliberate tilt is used to reduce channelling. At a dose of $10^{13}$ cm$^{-2}$, the model puts $7.7\times10^9$ cm$^{-2}$ beyond 200 nm and a mean concentration of $1.5\times10^{15}$ cm$^{-3}$ between 200 and 250 nm. These values follow exactly from the model, but are far less certain for a real wafer than their digits suggest.

The three changes tried here all act through the dechannelling rate. The largest effect comes from its energy dependence, which the model leaves out. If the rate instead rises as $1/E$ from the same initial value, the tail falls by about four orders of magnitude: to $8\times10^{-5}$ of its former size if the rate uses the energy on entry to each layer, and to $5\times10^{-5}$ if it uses the energy on exit. If the rate follows the mean square thermal vibration, heating from 300 to 350 K raises it by 14% and multiplies the tail by 0.44. This uses a rough Debye temperature of 540 K.

Damage at the stated dose has a smaller estimated effect. Half the ion energy is assigned to displacements with a 15 eV threshold, giving $0.8(5000)/(2\times15)=133$ displaced atoms per ion. Spread over 50 nm, their density is 0.267 nm$^{-3}$. For the dechannelling cross section, take the unscreened Coulomb deflection at small angles, $\kappa/(Eb)$, for an ion passing at distance $b$. Here $\kappa=5\times14\,e^2/(4\pi\varepsilon_0)\approx101$ eV nm. As a rough criterion, the ion is taken to leave its channel if this exceeds the high-energy form of the critical angle, $\sqrt{2\kappa/(Ed)}\approx0.193$, where $d=0.543$ nm is the atomic spacing along the row. This happens for $b$ below about 0.052 nm, so each displaced atom has a cross section $\pi b^2\approx0.0086$ nm$^2$, and

$$
\tau=0.267\times0.0086\times50\approx0.115.
$$

Applying this final damage to every ion multiplies the tail by 0.91. This is only an order-of-magnitude estimate. The critical-angle formula holds for boron along this row only above several hundred keV; at 10 keV the low-energy form gives about 0.083. Screening by the electrons also weakens the deflection. The two corrections act in opposite directions: together they give a cross section of 0.004 to 0.005 nm$^2$, depending on the screening function, and a tail factor of about 0.95. Defect recombination and clustering are left out as well. Splitting reduces sampling error; it cannot repair an uncertain dechannelling law.

## Choosing the setting

Use a short, separate pilot run to estimate the fraction of ions still moving at each depth. Place the first doubling where this fraction reaches one half, the next near one quarter, and so on. If too few pilot ions reach the deeper layers, repeat the pilot with the first splits in place and add up the weights. Stop at the boundary of the tail if only its total is wanted. Continue deeper if separate bins inside the tail need better statistics.

The rule is suited to a fixed crystal, random motion after each split, and ions at equal depth whose prospects are not too different. If the number of moving copies grows steadily with depth in a trial run with splitting, reduce the number of copies or space the splits farther apart. If the error hardly falls when copies are added, the remaining variance comes from earlier history: split sooner or start more source ions.

Judge the final choice by variance times work, using scores grouped by source ion. The numerical output below gives the main values for the example.

## Numbers as computed

```
Ion energy: 10000 eV; energy quantum: 250 eV
Layer thickness: 5.0 nm; source ions: 100000
Initial channelled fraction: 0.30
Dechannelling, recapture per layer: 0.15, 0.02
Mean random loss: 250.0 eV/nm
Initial channelled loss: 75.0 eV/nm
Split depths (nm): 50 65 80 95 115 130 150 165 180
Final copies per source path: 512
Bins: exact fraction | unsplit, relative SE | split, relative SE
0-50 nm: 5.6024e-01 | 5.5915e-01, 0.280% | 5.6053e-01, 0.280%
50-100 nm: 3.8895e-01 | 3.9155e-01, 0.396% | 3.8957e-01, 0.377%
100-150 nm: 4.3923e-02 | 4.2840e-02, 1.475% | 4.3208e-02, 0.998%
150-200 nm: 6.1111e-03 | 5.6300e-03, 4.033% | 5.9393e-03, 1.339%
200-250 nm: 7.2950e-04 | 8.1000e-04, 11.704% | 7.0428e-04, 1.667%
>250 nm: 4.5067e-05 | 2.0000e-05, 47.104% | 4.4668e-05, 2.772%
Exact tail fraction beyond 200 nm: 7.74572e-04
Generating-function tail mean: 7.74572e-04
Simulated tail, unsplit: 8.30000e-04
Simulated tail, split: 7.48945e-04
Tail relative SE, unsplit: 11.358%
Tail relative SE, split: 1.671%
Relative variance per source, unsplit: 1290.036
Relative variance per source, split: 27.925
Split variance, formula: 1.67539e-05
Split variance, generating function: 1.67539e-05
Split variance, simulation: 1.61124e-05
Variance reduction at equal sources: 46.20
Work per source, unsplit: 10.989 ion-layers
Work per source, split: 32.620 ion-layers
Efficiency gain, factor 2 at each split: 15.56
Efficiency gain, factor 4 at each split: 0.3054
Efficiency gain, factor 8 at each split: 0.0008997
Largest possible depth-only gain bound: 17.28
Relative variance floor, one split at 100 nm: 51.717
Dose: 1.0e+13 cm^-2; tail dose: 7.7457e+09 cm^-2
Mean concentration, 200-250 nm: 1.4590e+15 cm^-3
Tail if all enter channelled: 2.1425e-03
Tail if all enter random: 1.8833e-04
Tail ratio, dechannelling hazard as 1/E: 8.3793e-05
Debye temperature (rough): 540 K
Vibration-square ratio, 350 to 300 K: 1.1424
Tail ratio for that heating: 0.4407
Damage inputs: nuclear share 0.5, threshold 15.0 eV
Displaced atoms per ion: 133.3; density: 0.2667 nm^-3
Critical angle: 0.1927 rad; cross section: 0.00860 nm^2
Damage attenuation exponent over 50 nm: 0.1146
Tail ratio with this damage: 0.9089
Fraction stopped before 50 nm: 0.5602
Relative feedback bias, 100-ion damage estimate: 5.1580e-05
```
